# Dynamical-quadrupole term of the electron-phonon vertex in silicon, part 2

In undoped silicon, an optical phonon of small wave vector \(\mathbf q\) scatters electrons through the quadrupoles induced by displaced atoms. Hartree atomic units are used and repeated Cartesian indices are summed. \(V\) is an electron's potential energy, \(n\) the electron number density, \(\Omega\) the cell volume, \(M\) the atomic mass and \(\omega\) the phonon frequency.

Atom \(\kappa\) (position \(\boldsymbol\tau_\kappa\), local pseudopotential \(v\), valence \(Z\)) is displaced by \(u_{\kappa\beta}e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)}\). Per unit displacement,
\[
\delta V^{\rm ext}_{\mathbf G}=-\,i(\mathbf q+\mathbf G)_\beta\,\frac{v(|\mathbf q+\mathbf G|)}{\Omega}\,e^{-i\mathbf G\cdot\boldsymbol\tau_\kappa}. \tag{1}
\]
With \(\chi^0\) the static independent-electron response and \(f^{xc}\) the exchange-correlation kernel,
\[
\delta V=\delta V^{\rm ext}+K\chi^0\,\delta V,\qquad K_{\mathbf{GG}'}=\frac{4\pi\,\delta_{\mathbf{GG}'}}{|\mathbf q+\mathbf G|^2}+f^{xc}_{\mathbf G-\mathbf G'},\qquad \delta n=\chi^0\delta V, \tag{2}
\]
The label sc marks quantities without the macroscopic (\(\mathbf G=0\)) Coulomb term; they are analytic near \(q=0\). \(U\) is the electron's energy in the macroscopic potential, and \(e_0\) the unit vector of the \(\mathbf G=0\) component:
\[
\delta V=\delta V^{sc}+U\,W,\qquad \delta V^{sc}=(1-K^{sc}\chi^0)^{-1}\delta V^{\rm ext,sc},\qquad W=(1-K^{sc}\chi^0)^{-1}e_0 . \tag{4}
\]
\[
U=-\frac{4\pi\rho^{sc}(\mathbf q)}{q^2\epsilon(\mathbf q)},\qquad q^2\epsilon(\mathbf q)=q^2-4\pi\bar\chi(\mathbf q). \tag{5}
\]
Here \(\bar\chi=(\chi^0W)_0\), and \(W\to e_0\) as \(q\to0\). The sc macroscopic charge \(\rho^{sc}\), with \(f_{\kappa\beta}\) the charge cloud measured from the atom, defines \(Z^*\) and \(Q\):
\[
\Omega\rho^{sc}_{\kappa\beta}=-iq_\alpha Z^*_{\kappa,\alpha\beta}-\tfrac12q_\alpha q_\gamma Q^{\alpha\gamma}_{\kappa\beta}+O(q^3),\qquad Z^*_{\kappa,\alpha\beta}=\!\int\! r_\alpha f_{\kappa\beta},\quad Q_{\kappa\beta}^{\alpha\gamma}=\!\int\! r_\alpha r_\gamma f_{\kappa\beta}. \tag{6}
\]

Atoms 1 and 2 sit at \(\mp\boldsymbol\tau\), \(\boldsymbol\tau=(a/8)(1,1,1)\), about a bond centre, with \(a\) the lattice constant. Their site group \(T_d\) allows rank-3 components only with each index occurring once: \(Q^{\alpha\gamma}_{\kappa\beta}=Q_\kappa|\varepsilon_{\beta\alpha\gamma}|\), \(Q_1=-Q_2=Q\). Exactly, \(Z^*=0\); \(\epsilon\) is the isotropic dielectric constant. For \(\mathbf u_1=-\mathbf u_2=u\hat{\mathbf e}\), with \(u=1/\sqrt{4M\omega}\) per quantum and \(\mathbf w=(\hat q_y\hat q_z,\ \hat q_z\hat q_x,\ \hat q_x\hat q_y)\), the quadrupole vertex, the same for every band and \(\mathbf k\), is
\[
D_\beta=\frac{4\pi}{\Omega\epsilon}\,2Q\,w_\beta,\qquad g^Q=\frac{\mathbf D\cdot\hat{\mathbf e}}{\sqrt{4M\omega}} . \tag{9}
\]
Over directions, \(\langle|\mathbf w|^2\rangle=\tfrac15\).

The point-charge model has charges proportional to \(b_z\) at \(\mathbf b=(1,1,1),(1,-1,-1),(-1,1,-1),(-1,-1,1)\) bohr, with the dipole cancelled at the centre. The quadrupole potential is \(\phi=3Qxy/(\epsilon r^5)\).

## A.6 The term within the full vertex

At \(q=0\), \(\delta V^{sc}[\mathbf d]\) is linear in the optical displacement \(\mathbf d=\mathbf u_1=-\mathbf u_2\). A space-group operation with rotation \(R\) sends \(\mathbf d\to sR\mathbf d\), where \(s=-1\) if the sublattices are exchanged. If a density \(n_0\) is invariant under a group of such operations, then \(\int n_0\,\delta V^{sc}[\mathbf d]=\int n_0\,\delta V^{sc}[sR\mathbf d]\) for each, and averaging replaces \(\mathbf d\) by \(P\mathbf d\), with \(P\) the group average of \(sR\).

**\(\Delta\) line.** For \(\mathbf k\) along \(x\) inside the zone, the little group has the eight operations with \(R\hat{\mathbf x}=\hat{\mathbf x}\). Four belong to the site group and have \(s=+1\): \(E\), \(C_{2x}\) and the mirrors \(y\leftrightarrow\pm z\). Four are inversion times the \(T_d\) elements that reverse \(x\) (\(C_{2y}\), \(C_{2z}\), \(S_{4x}^{\pm1}\)) and have \(s=-1\). For \(d_x\) the average is \((4-4)/8=0\). For \(d_y\) and \(d_z\), the elements pair as \(g\) and \(gC_{2x}\) with equal \(s\) and opposite sign, so the average is again zero. The density of a nondegenerate band is invariant, so its analytic diagonal vertex vanishes at \(q=0\), and (9) is the whole intravalley, intraband coupling at order \(q^0\). The argument does not forbid \(U\), because the operations also rotate \(\hat{\mathbf q}\) and only the combination \(\mathbf d\cdot\mathbf w(\hat{\mathbf q})\) must be invariant. For \(\mathbf q\) along \(x\) the group is intact and \(\mathbf w=0\), consistently.

**Valence top.** The summed density of the threefold multiplet at \(\Gamma\) is invariant under the full group, and \(E+C_{2x}+C_{2y}+C_{2z}=0\) as a matrix, so the analytic \(3\times3\) vertex is traceless. The three states transform under \(T_d\) like a vector up to a sign that enters squared, so the counting of A.5 gives \(D_{sr}|\varepsilon_{ab\beta}|d_\beta\), with eigenvalues \(0,\pm D_{sr}\) for \(\mathbf d=\hat{\mathbf z}\). The quadrupole adds \(D_z\) times the unit matrix and supplies the entire trace. Spin-orbit coupling is neglected in the form of this matrix.

**Corrections.** For the optical pattern (1) gives \(-i(e^{i\mathbf G\cdot\boldsymbol\tau}-e^{-i\mathbf G\cdot\boldsymbol\tau})=2\sin\mathbf G\cdot\boldsymbol\tau\), so \(\delta V^{\rm ext}\) is real. Inversion with time reversal makes the Hamiltonian, \(\chi^0\) and \(K\) real, hence \(\delta V\) too. For states at \(\mathbf k\pm\mathbf q/2\), the diagonal vertex satisfies \(D(-\mathbf q)=D(\mathbf q)^*\), since \(\delta V_{-\mathbf q}=\delta V_{\mathbf q}^\dagger\) and the two states swap. Being real, \(D\) is even. Along a fixed direction it is a power series in the signed length of \(\mathbf q\), so the first correction is \(O(q^2)\). With states at \(\mathbf k\) and \(\mathbf k+\mathbf q\) the midpoint moves by \(\mathbf q/2\) and an analytic \(O(q)\) term can appear. Multiplying the vertex matrix from the left by the adjoint of the overlap matrix removes the arbitrary basis of the final states. A rotation of the initial multiplet remains as a similarity transformation, so the quantities free of any basis choice are the diagonal element of a nondegenerate band and the trace and eigenvalues within a multiplet, which are the ones used below.

**Free carriers.** In a static model that adds \(-\epsilon q_s^2/4\pi\) to \(\chi^0_{00}\) only, \(\bar\chi\) changes by the same amount at leading order in \(q\) and \(q_s\) because \(W_0\to1\). The change of \(\rho^{sc}\) is minus this amount times \(\delta V_0^{sc}\), which is even and vanishes at \(q=0\) by the averaging argument, and so is \(O(q_s^2q^2)\). Then \(q^2\epsilon\to\epsilon(q^2+q_s^2)\), and (9) is multiplied by \(q^2/(q^2+q_s^2)\), which is small for \(q\ll q_s\). Static screening presumes carriers that follow the phonon wave, which requires \(qv\gg\omega\) for a typical carrier velocity \(v\), so it fails as \(q\to0\) at fixed \(\omega\) whatever the carrier density. For the optical phonon of silicon and nondegenerate electrons at 300 K, \(\omega/v\approx0.02\ \mathrm{bohr^{-1}}\) exceeds the Debye \(q_s\) (about 0.004 and \(0.013\ \mathrm{bohr^{-1}}\) at \(10^{17}\) and \(10^{18}\ \mathrm{cm^{-3}}\)), so the window \(\omega/v\ll q\ll q_s\) of strong static screening does not exist at such densities. For \(qv\ll\omega\), collisionless carriers of density \(n_c\) and mass \(m^*\) (for six equally filled \(\Delta\) valleys the conductivity mass \(3/(1/m_l+2/m_t)\approx0.26\), which puts \(\omega_p=\omega\) near \(10^{19}\ \mathrm{cm^{-3}}\)) add \(+n_cq^2/m^*\omega^2\) to \(\chi^0_{00}\) instead. Then \(q^2\epsilon\to q^2\epsilon\,(1-\omega_p^2/\omega^2)\) with \(\omega_p^2=4\pi n_c/m^*\epsilon\), and (9) is multiplied by \(\omega^2/(\omega^2-\omega_p^2)\), so a finite, direction-dependent limit remains unless \(\omega_p=\omega\), where this undamped model diverges.

## A.7 Zone-centre frequency

For \(\mathbf u_1=-\mathbf u_2=u\hat{\mathbf z}\) the energy per cell is \(\tfrac12Ku^2\) and the kinetic energy \(\tfrac12(2M)\dot u^2\), so \(\omega^2=K/2M\). Differentiating the Hellmann-Feynman force \(\int nV'+E'_{\rm ion}\) once more gives \(K=K_{\rm ion}+K_2+K_{\rm resp}\). Each atom's factor \(e^{-i\mathbf G\cdot(\boldsymbol\tau_\kappa\pm u\hat{\mathbf z})}\) has second derivative \(-G_z^2\) times itself, so \(K_2=-\Omega\sum_{\mathbf G}n^*_{\mathbf G}G_z^2V^{\rm ion}_{\mathbf G}\), and \(K_{\rm resp}=\Omega\sum_{\mathbf G\neq0}\delta n^*_{\mathbf G}\delta V^{\rm ext}_{\mathbf G}\). Near a site of sublattice 1, the potential of sublattice 2 with its neutralizing background obeys \(\nabla^2\phi=4\pi Z/\Omega\). Site symmetry makes the Hessian isotropic, \(\phi=\phi_0+(2\pi Z/3\Omega)d^2\), and \(Z\phi\) at relative displacement \(d=2u\) gives \(K_{\rm ion}=16\pi Z^2/3\Omega\). For a rigid translation \(K_2+K_{\rm resp}=0\) and \(\delta n=-\nabla n\), which check the normalization of \(\chi^0\) and \(f^{xc}\).

## A.8 Worked example: silicon

The calculation uses plane waves, the LDA in the Perdew-Zunger form and the Appelbaum-Hamann local pseudopotential \(v(r)=-Z\,\mathrm{erf}(\sqrt\alpha r)/r+(v_1+v_2r^2)e^{-\alpha r^2}\) with parameters \(Z=4\), \(\alpha=0.6102\ \mathrm{bohr^{-2}}\), \(v_1=3.042\) Ha, \(v_2=-1.372\ \mathrm{Ha/bohr^2}\). The lattice constant is set to \(a=10.26\) bohr as a model input, giving \(\Omega=270.01\ \mathrm{bohr^3}\). The cutoff is 4 Ha, densities and potentials keep 181 \(\mathbf G\) vectors, and the mesh has 256 points. States at \(\mathbf k\pm\mathbf q/2\) share the basis chosen at \(\mathbf k\), so that overlaps are analytic in \(\mathbf q\).

One sc calculation at \(q=0.001\ \mathrm{bohr^{-1}}\) along \([110]\) fixes the parameters. There \(q_xq_y=q^2/2\), so (6) gives \(Q=-2\,\mathrm{Re}\,\Omega\rho^{sc}_{1z}/q^2\) and \(Z^*_\kappa=-\mathrm{Im}\,\Omega\rho^{sc}_{\kappa x}/q_x\). The results are \(Q=14.62\ e\,\mathrm{bohr}=7.74\ e\,\)Å, \(\epsilon=11.50\) and a residual \(Z^*=-0.033\,e\) on both atoms. Extra digits are kept below only so that the arithmetic can be followed:
\[
\frac{4\pi}{270.01\times11.50}=0.004047,\qquad 0.004047\times2\times14.62=0.11833\ \mathrm{Ha/bohr}=6.085\ \text{eV/Å}.
\]
Equation (9) predicts, in Ha/bohr, \(D_z=0.11833/2=0.05917\) along \([110]\), \(0.11833/3=0.03944\) for each component along \([111]\), zero along \([100]\), and \(0.11833\times(6,3,2)/14=(0.05071,0.02536,0.01690)\) along \([123]\). The numerical check solves (2) with the full kernel in these four directions and evaluates the vertex of the lowest conduction band at \(0.85(2\pi/a)\hat{\mathbf x}\), which lies 0.95 eV above the valence top, and one third of the trace at \(\Gamma\). The test requires agreement within 0.5% of the prefactor; the printed values differ from the prediction by about \(10^{-5}\) Ha/bohr at most. The sc vertex on \(\Delta\) is zero to the same level, so the coupling there comes from the macroscopic field. The check also tests the screened charge of each atom against (5) and (6), the factorization (4), the symmetry counts, the \(r^{-3}\) tail of the point-charge model, the translation identities, \(K_{\rm ion}\) against an Ewald sum, and the carrier factor, \(1/(1+4)=0.2\) at \(q_s=2q\). On a 32-point mesh \(D_z\) is 0.065154, 0.065118 and 0.064991 Ha/bohr at \(q=0.002\), 0.005 and 0.010 \(\mathrm{bohr^{-1}}\); the ratio of differences from the first value, computed from the unrounded numbers (the six printed decimals give about 4.5), is 4.565, against \((100-4)/(25-4)=4.571\) for a \(q^2\) law.

The force constant is \(K=0.9929+1.3250-1.5966=0.721\ \mathrm{Ha/bohr^2}\). With \(M=51196\,m_e\), \(\omega=\sqrt{0.7212/(2\times51196)}=0.002654\) Ha \(=72\) meV, and \(1/\sqrt{4\times51196\times0.002654}=0.04289\) bohr. Multiplying \(0.11833\times0.04289\) Ha by \(|\mathbf w|\) gives \(|g^Q|=69\) meV for the \([001]\)-polarized mode along \([110]\) (\(|\mathbf w|=\tfrac12\)), 80 meV for the longitudinal mode along \([111]\) (\(1/\sqrt3\)), and 62 meV as the root mean square over directions summed over the three modes (\(1/\sqrt5\)). At \(\Gamma\), \(D_{sr}=0.2223\) Ha/bohr \(=11.4\) eV/Å, equal in the four directions to within the 0.2% that is tested, corresponds to 259 meV. For the same \([001]\) polarization, with \(\mathbf q\) along \([110]\), the quadrupole vertex is \(69/259\approx0.27\) of it, a correction for holes, whereas on \(\Delta\) there is no competing term at this order. Real intravalley transitions do not reach \(q\to0\): with \(m_l\approx0.92\), \(m_t\approx0.19\) and a 64 meV phonon, absorption from the valley bottom needs \(|\mathbf q|\approx0.03\) to \(0.066\ \mathrm{bohr^{-1}}\), depending on direction. In the model at \(q=0.04\ \mathrm{bohr^{-1}}\) along \([110]\), with one state on the \(\Delta\) line, \(D_z\) is 0.055 or 0.060 Ha/bohr depending on the sense of \(\mathbf q\), against 0.059 from (9). Along \([010]\), where (9) vanishes, the analytic \(O(q)\) term is about 0.003 Ha/bohr at \(q=0.03\ \mathrm{bohr^{-1}}\).

The tests establish (9) within the model; they do not make the material values converged. The 32-point mesh gives \(Q=25.7\ e\,\mathrm{bohr}\), \(\epsilon=18.4\) and \(Z^*=-0.95\,e\), far from the 256-point values, while \(D_z\) changes only from 0.0652 to 0.0592 Ha/bohr, 10% of the finer value. That \(Q\) and \(\epsilon\) share their mesh error through the same small-gap transitions is a conjecture; in practice both should come from the same mesh. The 256-point values are not converged either. At 4 Ha, meshes of 864 and 2048 points give \(Q=13.6\) and \(13.4\ e\,\mathrm{bohr}\), \(\epsilon=10.9\) and \(10.8\), and \(D_z=0.0579\) and \(0.0577\) Ha/bohr, shifts of about 8%, 6% and 2.5% from the 256-point values, and the residual \(Z^*\) changes sign to about \(+0.03\,e\). At 256 points, cutoffs of 6 and 8 Ha with 339 and 459 \(\mathbf G\) vectors give \(Q\approx15.3\)–\(15.4\ e\,\mathrm{bohr}\), \(\epsilon\approx11.9\), \(D_z\approx0.060\) Ha/bohr, \(|g^Q|\approx71\)–72 meV along \([110]\), and a separation of about 0.9 eV in place of 0.95 eV. \(Q\) and \(\epsilon\) are therefore uncertain by 5 to 10%, and \(\mathbf D\) by a few per cent. The frequency lies above the measured one, which is roughly 64 meV. It results from a partial cancellation of three larger terms. It does not change on the finer meshes but falls to about 69.5 meV at 6 to 8 Ha, so the cutoff accounts for about 3 of the 8 meV; attributing the rest to the local pseudopotential is a conjecture. Since \(g^Q\propto\omega^{-1/2}\), the vertices in meV carry this error at half its relative size, while \(\mathbf D\) does not depend on it.

## Computed values

```
invariant tensors: Z 1, Q 1; optical invariants on Delta 0
<|w|^2> over the sphere = 0.2000
point model: Q_xy = 4.0 e bohr, phi/(3Qxy/r^5) at 1e4 bohr = 1.0000
a = 10.26 bohr, Omega = 270.01 bohr^3, cutoff = 4.0 Ha, G vectors = 181
pseudopotential: Z = 4.0, alpha = 0.6102 bohr^-2, v1 = 3.042 Ha, v2 = -1.372 Ha/bohr^2
32 k: Q = 25.708 e bohr, eps = 18.363, Z* = -0.9466 e
  D_z(Delta,[110]) at q = .002,.005,.010 /bohr: 0.065154 0.065118 0.064991 Ha/bohr
  difference ratio = 4.565 (q^2 law 4.571)
256 k: E_c(0.85) - E_v(Gamma) = 0.948 eV
Q = 14.620 e bohr = 7.736 e A, eps = 11.500
residual Z*: atom 1 -0.0328 e, atom 2 -0.0328 e
4 pi/(Omega eps) = 0.004047 Ha/(e bohr^2)
prefactor 8 pi Q/(Omega eps) = 0.11833 Ha/bohr = 6.085 eV/A
rigid translation, relative error of dn = -grad n: 2.5e-03
max |W - delta_G0| at q = 0.001 /bohr: 2.0e-04
[110] q = 0.0010 /bohr, |w|^2 = 0.2500; D_x D_y D_z in Ha/bohr
   formula         0.00000  0.00000  0.05917
   Delta band      0.00000 -0.00000  0.05917
   Gamma trace/3   0.00000 -0.00000  0.05917
   Delta band, sc  0.00000 -0.00000 -0.00000
[111] q = 0.0015 /bohr, |w|^2 = 0.3333; D_x D_y D_z in Ha/bohr
   formula         0.03944  0.03944  0.03944
   Delta band      0.03945  0.03944  0.03944
   Gamma trace/3   0.03945  0.03945  0.03945
   Delta band, sc  0.00001 -0.00000 -0.00000
[100] q = 0.0015 /bohr, |w|^2 = 0.0000; D_x D_y D_z in Ha/bohr
   formula         0.00000  0.00000  0.00000
   Delta band     -0.00000  0.00000  0.00000
   Gamma trace/3  -0.00000  0.00000  0.00000
   Delta band, sc -0.00000 -0.00000 -0.00000
[123] q = 0.0015 /bohr, |w|^2 = 0.2500; D_x D_y D_z in Ha/bohr
   formula         0.05071  0.02536  0.01690
   Delta band      0.05072  0.02536  0.01690
   Gamma trace/3   0.05072  0.02536  0.01691
   Delta band, sc  0.00001 -0.00000 -0.00000
analytic Gamma splitting +-D_sr = 0.22230 Ha/bohr = 11.431 eV/A
carrier screening at q_s = 2q: reduction factor 0.2000
K_ion 0.9929, K_2 1.3250, K_resp -1.5966, K 0.7212 Ha/bohr^2
acoustic check K_2 + K_resp = 1.1e-05 Ha/bohr^2
M = 51196 m_e, omega = 0.002654 Ha = 72.22 meV
amplitude 1/sqrt(4 M omega) = 0.04289 bohr
|g^Q| [110] TO(z) = 69.06 meV
|g^Q| [111] LO = 79.74 meV
|g^Q| rms over directions, three modes = 61.77 meV
analytic Gamma vertex D_sr * amplitude = 259.47 meV
```
